\section*{KI levels of hydrogen and helium: frozen or relaxed differences?}

\section{The problem}

The KI functional corrects the dependence of an approximate total energy on orbital occupation. Apply it with unit screening to hydrogen and helium in the spin-polarized local density approximation (LDA). Does the corrected eigenvalue of a filled orbital equal the energy difference between atom and ion when the ion keeps the orbitals of the atom, or when the ion is allowed to relax?

The atoms are nonrelativistic, with a fixed point nucleus of charge $Z$. Hartree atomic units are used, because the correlation formula is written in them; the main results are also given in eV. Helium has one spin-up orbital $u$ and one spin-down orbital $d$, both normalized and of 1s type, with densities $n_u$ and $n_d$. With $h=-\tfrac12\nabla^2-Z/r$,
\begin{align}
E[u,d]&=\langle u|h|u\rangle+\langle d|h|d\rangle+E_{\rm Hxc}[n_u,n_d],\\
E[u]&=\langle u|h|u\rangle+E_{\rm Hxc}[n_u,0].
\end{align}
Here $E_{\rm Hxc}$ is the sum of the Hartree, exchange and correlation energies, and $v_\sigma=\delta E_{\rm Hxc}/\delta n_\sigma$. The exchange-correlation energy per volume is
\begin{equation}
e_{xc}=-\frac32\left(\frac{3}{4\pi}\right)^{1/3}\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right)+n\,\varepsilon_c(r_s,\zeta),
\end{equation}
with $n=n_\uparrow+n_\downarrow$, $r_s=(3/4\pi n)^{1/3}$ and $\zeta=(n_\uparrow-n_\downarrow)/n$. The correlation part is the Perdew--Wang form
\begin{align}
\varepsilon_c&=G_0-G_s\frac{F(\zeta)}{F''(0)}(1-\zeta^4)+(G_1-G_0)F(\zeta)\zeta^4,\\
F(\zeta)&=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2},\\
G&=-2A(1+\alpha_1r_s)\ln\!\left[1+\frac{1}{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right].
\end{align}
The parameters of $G_0$ (unpolarized), $G_1$ (polarized) and $G_s$ (minus the spin stiffness) are, in the order $(A,\alpha_1,\beta_1,\beta_2,\beta_3,\beta_4)$: $(0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)$ for $G_0$, $(0.015545, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)$ for $G_1$, and $(0.016887, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)$ for $G_s$.

For an orbital $\chi(r)/(\sqrt{4\pi}\,r)$ the LDA equation is radial:
\begin{equation}
-\tfrac12\chi''+\left(-\frac Zr+v_\sigma\right)\chi=\varepsilon\chi .
\end{equation}
If $p(r)$ is the sum of $\chi^2$ over the electrons, the Hartree part of $v_\sigma$ is $r^{-1}\int_0^r p\,dr'+\int_r^\infty (p/r')\,dr'$.

Let orbital $i$ have occupation $f$, and let $R$ denote the density of the other electrons. With unit screening, KI adds to the LDA energy, for each orbital,
\begin{equation}
\Pi_i=-\int_0^{f}\!\langle i|h+v[R+s n_i]|i\rangle\,ds
+f\int_0^1\!\langle i|h+v[R+s n_i]|i\rangle\,ds,
\label{eq:def}
\end{equation}
where $v$ is the potential for the spin of $i$.

\section{A tempting solution}

The first integral in \eqref{eq:def} removes the curved dependence of the energy on $f$, and the second puts a straight line in its place. The line must join the energy of the ion, at $f=0$, to that of the atom, at $f=1$. The eigenvalue is the slope with respect to occupation, so it should be the difference of the two self-consistent total energies.

For hydrogen the ion has no electrons and zero energy. The prediction is $E(\mathrm{H})=-0.47871$ hartree, and the KI level computed from \eqref{eq:def} agrees with it. For helium the prediction is
\begin{equation}
E(\mathrm{He})-E(\mathrm{He}^+)=-2.83446+1.94176\simeq-0.8927\ \text{hartree}.
\end{equation}
The computed KI level is $-0.9469$ hartree. The argument fails by $0.054$ hartree, about $1.5$ eV.

\section{Where it fails}

In \eqref{eq:def} the occupation $s$ changes while $R$ and $n_i$ stay fixed. For helium, $R=n_u$ is the spin-up density of the neutral atom throughout the integral. The straight line therefore ends at $E[u]$ evaluated with the helium orbital, not at the energy of the relaxed ion. Hydrogen does not reveal the fault, because after removal there is no electron left to relax.

\section{The right solution}

\subsection{The correction as an energy difference}

The terms with $h$ in \eqref{eq:def} are $-f\langle i|h|i\rangle+f\langle i|h|i\rangle=0$. By the chain rule,
\begin{equation}
\frac{d}{ds}E_{\rm Hxc}[R+s n_i]=\int v[R+s n_i]\,n_i\,d^3r ,
\end{equation}
so both integrals can be done. With $\rho_i=f n_i$,
\begin{equation}
\Pi_i=E_{\rm Hxc}[R]-E_{\rm Hxc}[R+\rho_i]
+f\left(E_{\rm Hxc}[R+n_i]-E_{\rm Hxc}[R]\right).
\label{eq:pi}
\end{equation}
At $f=1$ this is zero for every normalized orbital and every $R$. At full occupation KI therefore leaves the total energy, the orbitals and the density of LDA unchanged. The eigenvalue changes nevertheless, because it measures the response to a change of occupation.

\subsection{The shift of the level}

Change $\rho_i$ by $\delta\rho$ at fixed $R$. Since $f=\int\rho_i\,d^3r$ and $n_i=\rho_i/f$, at $f=1$
\begin{equation}
\delta f=\int\delta\rho\,d^3r,\qquad \delta n_i=\delta\rho-n_i\,\delta f .
\end{equation}
Write $v=v[R+n_i]$. The variation of \eqref{eq:pi} is
\begin{align}
\delta\Pi_i&=-\int v\,\delta\rho\,d^3r
+\delta f\left(E_{\rm Hxc}[R+n_i]-E_{\rm Hxc}[R]\right)
+\int v\,(\delta\rho-n_i\,\delta f)\,d^3r\nonumber\\
&=\Delta_i\,\delta f,\\
\Delta_i&=E_{\rm Hxc}[R+n_i]-E_{\rm Hxc}[R]-\int v\,n_i\,d^3r .
\label{eq:delta}
\end{align}
The terms with $v\,\delta\rho$ cancel. What remains depends on $\delta\rho$ through its integral alone, so the added potential is the constant $\Delta_i$. It shifts the level and leaves the orbital as it was. The correction belonging to the other filled orbital stays zero during this variation, because its own occupation remains one.

For orbital $d$ of helium the LDA level is $\varepsilon_d=\langle d|h|d\rangle+\int v_\downarrow n_d\,d^3r$. Adding \eqref{eq:delta} cancels the potential integral:
\begin{align}
\varepsilon_d^{\rm KI}&=\varepsilon_d+\Delta_d\nonumber\\
&=\langle d|h|d\rangle+E_{\rm Hxc}[n_u,n_d]-E_{\rm Hxc}[n_u,0]\nonumber\\
&=E[u,d]-E[u].
\label{eq:frozen}
\end{align}
In the last line $\langle u|h|u\rangle$ has been added and subtracted. The KI level is the frozen-orbital difference. The helium orbital $u$ is a trial orbital for the ion, whose LDA energy is the minimum of $E[u]$, so $E[u]\ge E(\mathrm{He}^+)$ and
\begin{equation}
\varepsilon_d^{\rm KI}\le E(\mathrm{He})-E(\mathrm{He}^+).
\end{equation}
The gap between the two sides is the relaxation energy of the ion.

\subsection{Hydrogen}

Here $R=0$ and $E_{\rm Hxc}[0]=0$. The program gives $E_{\rm Hxc}[n]=0.02027$ and $\int v\,n\,d^3r=0.22996$ hartree, hence
\begin{align}
\Delta&=0.02027-0.22996=-0.20969\ \text{hartree},\\
\varepsilon^{\rm KI}&=-0.26902-0.20969=-0.47871\ \text{hartree}.
\end{align}
This is the LDA total energy, and thus both the frozen and the relaxed difference.

It is not the exact level $-\tfrac12$ hartree. The error of $0.02129$ hartree has two parts. A single electron should have $E_{\rm Hxc}=0$, but LDA leaves $0.02027$. The one-body energy of the LDA orbital is $-0.47871-0.02027=-0.49898$, which lies $0.00102$ above the exact minimum because the orbital is distorted. KI changes neither part, since it leaves the filled orbital unchanged and adds nothing to its energy.

\subsection{Helium}

For helium $E_{\rm Hxc}[n_u,n_d]-E_{\rm Hxc}[n_u,0]=0.98182$ and $\int v_\downarrow n_d\,d^3r=1.35849$ hartree. To four decimals,
\begin{align}
\Delta_d&=0.98182-1.35849\simeq-0.3767\ \text{hartree},\\
\varepsilon_d^{\rm KI}&=-0.57026-0.37667\simeq-0.9469\ \text{hartree}.
\end{align}
The frozen ion has energy $-1.88753$ and the relaxed ion $-1.94176$ hartree. Relaxation thus lowers the ion by $0.05423$ hartree, which accounts for the whole discrepancy of the tempting solution. In eV:

\begin{center}
\begin{tabular}{lrr}
\hline
 & H & He\\
\hline
LDA level & $-7.320$ & $-15.517$\\
KI level & $-13.026$ & $-25.767$\\
Frozen difference & $-13.026$ & $-25.767$\\
Relaxed difference & $-13.026$ & $-24.291$\\
\hline
\end{tabular}
\end{center}

The relaxed difference is itself an LDA result. The computed energy of He$^+$, for example, lies $0.05824$ hartree above the exact one-electron value $-2$.

\section{What happens to the straight line}

Keep $u$ full and give $d$ the occupation $f$. The LDA energy is $\langle u|h|u\rangle+f\langle d|h|d\rangle+E_{\rm Hxc}[n_u,f n_d]$. Adding \eqref{eq:pi} cancels $E_{\rm Hxc}[n_u,f n_d]$ and leaves
\begin{equation}
L(f;u,d)=(1-f)E[u]+fE[u,d].
\end{equation}
For fixed orbitals this is a straight line. The self-consistent energy is its minimum over the orbitals, $E_{\rm KI}(f)=\min_{u,d}L(f;u,d)$, and the minimizing orbitals depend on $f$. Varying $u$ and $d$ at fixed norm shows how: for $0<f\le1$ they move in the potentials
\begin{equation}
v_u=(1-f)\,v_\uparrow[n_u,0]+f\,v_\uparrow[n_u,n_d],\qquad
v_d=v_\downarrow[n_u,n_d].
\end{equation}
The orbital $u$ is a compromise between the ion and the atom.

Take $f=\lambda a+(1-\lambda)b$ with $0\le\lambda\le1$. For any orbitals,
\begin{align}
L(f;u,d)&=\lambda L(a;u,d)+(1-\lambda)L(b;u,d)\nonumber\\
&\ge\lambda E_{\rm KI}(a)+(1-\lambda)E_{\rm KI}(b).
\end{align}
This holds for the minimizing orbitals too, so $E_{\rm KI}(f)$ is concave: it lies on or above its chords. The chord from $f=0$ to $f=1$ has the relaxed difference as its slope. At $f=1$ the energy is stationary in the orbitals, so their first-order change does not contribute, and the slope is $\partial L/\partial f=E[u,d]-E[u]$, the frozen difference. A finite difference of self-consistent KI energies gives $-0.9469$ hartree for this end slope, in agreement with \eqref{eq:frozen}.

At $f=0.5$ the KI energy lies $0.01163$ hartree above the chord, while the LDA energy lies $0.07855$ hartree below it. For helium at this occupation, unit screening thus reverses the sign of the deviation and reduces its size to about $15\%$ of the LDA value.

For hydrogen the same steps give $L(f;u)=fE[u]$. The factor $f$ does not affect which orbital minimizes it, so the line stays straight even with relaxation.

\section{The screening that would match relaxation}

Multiply every $\Pi_i$ by a constant $\alpha$. The correction still vanishes at full occupation, so the orbitals are unchanged and the level is $\varepsilon+\alpha\Delta$. For helium, equality with the relaxed difference requires
\begin{equation}
\alpha^*=\frac{-0.89269+0.57026}{-0.37667}=0.856 .
\end{equation}
For hydrogen the relaxed difference is $\varepsilon+\Delta$, so $\alpha^*=1$. The departure of $\alpha^*$ from one measures the relaxation that unit screening omits, relative to the full KI shift. Matching it brings the level to the relaxed LDA difference and leaves the errors of the LDA total energies in place.

These results concern the removal of an electron from a filled orbital. With several orbitals of the same spin, $\Delta_i$ depends on $n_i$ and hence on which orbitals are chosen to represent the density; with one orbital per spin there is no such choice.

\section*{Values computed for the example and the checks}
\begin{verbatim}
PW92 columns: A, alpha1, beta1, beta2, beta3, beta4 (atomic units)
PW92 unpolarized: 0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
PW92 polarized: 0.015545 0.20548 14.1189 6.1977 3.3662 0.62517
PW92 minus spin stiffness: 0.016887 0.11125 10.357 3.6231 0.88026 0.49671
Laguerre functions: 24  points: 200
largest change with smaller basis and grid: 3.7e-09 hartree
largest gap to Gaussian-basis check: 1.0e-06 hartree
one hartree: 27.211386 eV
H LDA total energy: -0.47871 hartree
H LDA total energy minus exact -1/2: 0.02129 hartree
H LDA level: -0.26902 hartree
H filling integral of Hxc: 0.02027 hartree
H expectation value of v_Hxc: 0.22996 hartree
H KI shift: -0.20969 hartree
H KI level: -0.47871 hartree
He LDA total energy: -2.83446 hartree
He+ frozen LDA energy: -1.88753 hartree
He+ relaxed LDA energy: -1.94176 hartree
He+ relaxed LDA energy minus exact -2: 0.05824 hartree
He+ relaxation energy: 0.05423 hartree
He LDA level: -0.57026 hartree
He filling integral of Hxc: 0.98182 hartree
He expectation value of v_Hxc: 1.35849 hartree
He KI shift: -0.37667 hartree
He KI level: -0.94692 hartree
He frozen difference E(He)-E_frozen(He+): -0.94692 hartree
He relaxed difference E(He)-E_relaxed(He+): -0.89269 hartree
He end slope of self-consistent KI energy: -0.94692 hartree
He screening matching relaxed difference: 0.8560 (no unit)
He f=0.25 deviation from chord: LDA -0.05594, KI 0.00817 hartree
He f=0.50 deviation from chord: LDA -0.07855, KI 0.01163 hartree
He f=0.75 deviation from chord: LDA -0.06013, KI 0.00937 hartree
Main results converted to eV
H LDA level: -7.320 eV
H KI level: -13.026 eV
H frozen and relaxed difference: -13.026 eV
H exact level: -13.606 eV
He LDA level: -15.517 eV
He KI level: -25.767 eV
He frozen difference: -25.767 eV
He relaxed difference: -24.291 eV
He+ relaxation energy: 1.476 eV
\end{verbatim}
